**Random telegraph current of one trap: spectrum and variance**

The program tests the one-sided spectrum $S(f)=4\sigma^2\tau/[1+(2\pi f\tau)^2]$ and its integral $\sigma^2=(\Delta I)^2\tau_c\tau_e/(\tau_c+\tau_e)^2$. Here $\Delta I$ is the current step, $\tau_c$ and $\tau_e$ are the mean times before capture and emission, and $1/\tau=1/\tau_c+1/\tau_e$. It asserts that the covariance from the matrix exponential of the rate matrix, and its numerical cosine transform, agree with the formulas. A separate calculation from dwell-time statistics must give the same spectrum, total variance, band share and high-frequency tail. Two-stage capture lowers the plateau to 0.750 of the Lorentzian value but leaves the variance unchanged. In 9994 simulated records of 100 ms, the ratio of estimated to predicted spectrum is 0.999, 1.013 and 1.018 at 80, 400 and 2000 Hz. For the example transistor the output gives a step of 37.1 nA, a corner at 398 Hz and an rms noise of 14.8 nA. It also prints estimates of the effects of trap depth, nonuniform conduction, other noise and temperature, which depend on the rough inputs stated there.

## Program and output

```python
"""Random telegraph current of one trap: test of its spectrum and variance.

Result under test (one-sided spectrum, DC line removed):
  S(f) = 4 dI^2 / ((tc+te) * ((1/tc+1/te)^2 + (2 pi f)^2))
  integral of S over f > 0 = dI^2 * tc*te/(tc+te)^2
tc: mean time in the empty state (until capture), in s
te: mean time in the filled state (until emission), in s
dI: current step in A; the current is lower while the trap is filled
tau: relaxation time, 1/tau = 1/tc + 1/te; p: filled probability
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, null_space
from scipy.optimize import brentq, minimize_scalar


def lorentzian(f, dI, tc, te):
    return 4 * dI**2 / ((tc + te) * ((1/tc + 1/te)**2 + (2*np.pi*f)**2))


def switching_spectrum(f, dI, tc, te, stages=1):
    """Spectrum from dwell-time statistics; capture takes equal stages."""
    w = 2 * np.pi * f
    phi_c = (1 + 1j*w*tc/stages)**(-stages)
    phi_e = 1 / (1 + 1j*w*te)
    ratio = (1 - phi_c) * (1 - phi_e) / (1 - phi_c*phi_e)
    return 4 * dI**2 / ((tc + te) * w**2) * ratio.real


# Device and trap: rough typical values for a small silicon nMOSFET
width, length, t_ox = 100e-9, 50e-9, 2e-9      # m
eps_r, temp = 3.9, 300.0                       # SiO2; K
I_d, gm = 1e-6, 20e-6                          # A, S
tc, te = 2e-3, 0.5e-3                          # s
q, kB = const.e, const.k

c_area = eps_r * const.epsilon_0 / t_ox
dV = q / (width * length * c_area)
dI = gm * dV
p = te / (tc + te)
tau = tc * te / (tc + te)
fc = 1 / (2 * np.pi * tau)
var_unit = tc * te / (tc + te)**2
var = dI**2 * var_unit
S0 = lorentzian(0.0, dI, tc, te)

# Covariance from the rate matrix, without using the solved formulas
rates = np.array([[-1/tc, 1/te], [1/tc, -1/te]])   # columns: start state
stat = null_space(rates * tau)[:, 0]
stat = stat / stat.sum()
assert abs(stat[1] - p) < 1e-12
level = np.array([0.0, -1.0])                      # current in units of dI
mean_level = level @ stat


def matrix_covariance(t):
    return level @ expm(rates * t) @ (level * stat) - mean_level**2


assert abs(matrix_covariance(0.0) - var_unit) < 1e-12
for t in np.array([0.3, 1.0, 2.5]) * tau:
    assert abs(matrix_covariance(t) - var_unit*np.exp(-t/tau)) < 1e-12

# Cosine transform of that covariance by Gauss-Legendre quadrature
nodes, weights = np.polynomial.legendre.leggauss(200)
t_nodes = 20 * tau * (nodes + 1)
cov_nodes = np.array([matrix_covariance(t) for t in t_nodes])
for f in np.array([0.0, 0.5, 1.0, 3.0]) * fc:
    numeric = 4*20*tau*np.sum(weights*cov_nodes*np.cos(2*np.pi*f*t_nodes))
    assert abs(numeric / lorentzian(f, 1, tc, te) - 1) < 1e-7

# Switching-instant road: exponential dwells must return the Lorentzian
f_test = fc * np.array([0.05, 0.3, 1.0, 4.0, 30.0])
assert np.allclose(switching_spectrum(f_test, 1, tc, te),
                   lorentzian(f_test, 1, tc, te), rtol=1e-8)

# Total variance for one-stage and two-stage capture, f = fc*tan(angle)
x80, w80 = np.polynomial.legendre.leggauss(80)
angle = np.pi/4 * (x80 + 1)
f_map = fc * np.tan(angle)
jac = np.pi/4 * w80 * fc / np.cos(angle)**2
area = [np.sum(jac * switching_spectrum(f_map, 1, tc, te, n))
        for n in (1, 2)]
assert np.allclose(area, var_unit, rtol=1e-5)
low_ratio = (switching_spectrum(0.01*fc, 1, tc, te, 2)
             / lorentzian(0.01*fc, 1, tc, te))
assert low_ratio < 0.9                # non-exponential dwell: other shape
f_high = 300 * fc
tail = 1 / (np.pi**2 * (tc + te) * f_high**2)
for n in (1, 2):
    assert abs(switching_spectrum(f_high, 1, tc, te, n)/tail - 1) < 1e-3

# Share of the variance in a band, and the peak of f*S
f_lo, f_hi = 1.0, 1e4
share = 2/np.pi * (np.arctan(f_hi/fc) - np.arctan(f_lo/fc))
band = quad(lambda u: np.exp(u)*switching_spectrum(np.exp(u), 1, tc, te),
            np.log(f_lo), np.log(f_hi), epsabs=1e-11)[0]
assert abs(band / var_unit - share) < 1e-6
peak = minimize_scalar(
    lambda u: -np.exp(u) * switching_spectrum(np.exp(u), 1, tc, te),
    bounds=(np.log(fc/20), np.log(fc*20)), method="bounded")
assert abs(np.exp(peak.x)/fc - 1) < 1e-3
assert abs(-peak.fun * np.pi / var_unit - 1) < 1e-6

# Recover the two times from plateau, half-power frequency and known step
plateau = switching_spectrum(1e-3*fc, 1, tc, te)
f_half = brentq(lambda f: switching_spectrum(f, 1, tc, te) - plateau/2,
                0.1*fc, 10*fc)
tau_fit = 1 / (2*np.pi*f_half)
root = np.sqrt(1 - plateau/tau_fit)
times_fit = [2*tau_fit/(1 - root), 2*tau_fit/(1 + root)]
assert np.allclose(times_fit, [tc, te], rtol=1e-4)
# A symmetric trap with another step shares the whole spectrum
t_sym, dI_sym = 2*tau, 2*dI*np.sqrt(var_unit)
assert np.allclose(switching_spectrum(f_test, dI_sym, t_sym, t_sym),
                   lorentzian(f_test, dI, tc, te), rtol=1e-8, atol=0)

# Simulated telegraph signal, exact Fourier integrals of each record
rng = np.random.default_rng(12345)
n_cycles = 400000
dwell = np.column_stack([rng.exponential(tc, n_cycles),
                         rng.exponential(te, n_cycles)])
switch = np.cumsum(dwell.ravel())
jump = np.tile([1.0, -1.0], n_cycles)
T_rec = 250 * tau
n_rec = int(switch[-1] / T_rec)
keep = switch < n_rec * T_rec
t_sw, a_sw = switch[keep], jump[keep]
record = np.minimum((t_sw / T_rec).astype(int), n_rec - 1)
mc_f, mc_ratio = [], []
for k in (8, 40, 200):
    w = 2 * np.pi * k / T_rec
    phase = w * (t_sw - record * T_rec)
    re = np.bincount(record, a_sw*(np.cos(phase) - 1), minlength=n_rec)
    im = np.bincount(record, -a_sw*np.sin(phase), minlength=n_rec)
    estimate = np.mean(2 * (re**2 + im**2) / (w**2 * T_rec))
    mc_f.append(k / T_rec)
    mc_ratio.append(estimate / lorentzian(k/T_rec, 1, tc, te))
# about 1 % statistical scatter with ten thousand records
assert np.all(np.abs(np.array(mc_ratio) - 1) < 0.05)


def record_fraction(T):
    """Expected variance about the record's own mean, over full variance."""
    r = tau / T
    return 1 - 2*r*(1 - r*(1 - np.exp(-1/r)))


filled = np.column_stack([np.zeros(n_cycles), dwell[:, 1]]).ravel()
cum_t = np.concatenate([[0.0], switch])
cum_filled = np.concatenate([[0.0], np.cumsum(filled)])
T_short = 5 * tau
edges = np.arange(int(switch[-1] / T_short)) * T_short
fill_frac = np.diff(np.interp(edges, cum_t, cum_filled)) / T_short
mc_short = np.mean(fill_frac * (1 - fill_frac)) / var_unit
assert abs(mc_short / record_fraction(T_short) - 1) < 0.02
T_one = brentq(lambda T: record_fraction(T) - 0.99, 10*tau, 1e4*tau)

# Sizes of neglected effects
depth = 0.5e-9                                  # m, rough trap depth
depth_factor = 1 - depth / t_ox
dI_exp = I_d * (1 - np.exp(-gm * dV / I_d))
shot = 2 * q * I_d
f_cross = brentq(lambda f: np.log(lorentzian(f, dI, tc, te) / shot),
                 fc, 1e6*fc)
trap_density = 1e17                             # 1/(cm^3 eV), rough
kT_eV = kB * temp / q
fermi_area = quad(lambda e: 0.25/np.cosh(e/(2*kT_eV))**2,
                  -40*kT_eV, 40*kT_eV, points=[0.0])[0]
assert abs(fermi_area / kT_eV - 1) < 1e-8
others = trap_density * kT_eV * width*length*t_ox * 1e6
E_act, T_hot = 0.5, 358.0                       # eV (rough), K
speedup = np.exp(E_act*q/kB * (1/temp - 1/T_hot))

print(f"gate width, length: {width*1e9:.0f}, {length*1e9:.0f} nm")
print(f"oxide thickness: {t_ox*1e9:.1f} nm")
print(f"oxide relative permittivity: {eps_r:.1f}")
print(f"temperature: {temp:.0f} K")
print(f"drain current: {I_d*1e6:.1f} uA")
print(f"transconductance: {gm*1e6:.0f} uS")
print(f"mean capture time tc: {tc*1e3:.2f} ms")
print(f"mean emission time te: {te*1e3:.2f} ms")
print(f"oxide capacitance per area: {c_area*100:.3f} uF/cm2")
print(f"threshold shift of one charge: {dV*1e3:.3f} mV")
print(f"current step dI: {dI*1e9:.2f} nA")
print(f"step over drain current: {100*dI/I_d:.2f} %")
print(f"filled probability p: {p:.3f}")
print(f"p(1-p): {var_unit:.4f}")
print(f"relaxation time tau: {tau*1e3:.3f} ms")
print(f"corner frequency fc: {fc:.1f} Hz")
print(f"plateau S(0): {S0:.3e} A2/Hz")
print(f"S at fc: {lorentzian(fc, dI, tc, te):.3e} A2/Hz")
print(f"variance: {var*1e18:.1f} nA2")
print(f"rms current noise: {np.sqrt(var)*1e9:.2f} nA")
print(f"peak of f*S: {var/np.pi*1e18:.2f} nA2")
print(f"measurement band: {f_lo:.0f} to {f_hi:.0f} Hz")
print(f"variance share in band: {100*share:.2f} %")
print(f"rms in band: {np.sqrt(var*share)*1e9:.2f} nA")
print(f"symmetric twin, both times: {t_sym*1e3:.3f} ms")
print(f"symmetric twin, current step: {dI_sym*1e9:.2f} nA")
print(f"two-stage capture, S ratio at 0.01 fc: {low_ratio:.3f}")
print(f"two-stage capture, variance ratio: {area[1]/var_unit:.5f}")
print(f"simulated records: {n_rec}, each {T_rec*1e3:.0f} ms")
for f, r in zip(mc_f, mc_ratio):
    print(f"simulated S over formula at {f:.0f} Hz: {r:.3f}")
print(f"short record length: {T_short*1e3:.1f} ms")
print(f"short-record variance share, simulated: {mc_short:.4f}")
print(f"short-record variance share, formula: "
      f"{record_fraction(T_short):.4f}")
print(f"record length for 1 % variance loss: {T_one*1e3:.1f} ms")
print(f"rough trap depth: {depth*1e9:.1f} nm")
print(f"depth factor on step: {depth_factor:.3f}")
print(f"depth factor on variance: {depth_factor**2:.3f}")
print(f"step with exponential I-V: {dI_exp*1e9:.2f} nA")
print(f"rms if half the width conducts: {2*np.sqrt(var)*1e9:.2f} nA")
print(f"full shot noise: {shot:.3e} A2/Hz")
print(f"S falls to shot noise at: {f_cross/1e3:.0f} kHz")
print(f"rough oxide trap density: {trap_density:.0e} 1/(cm3 eV)")
print(f"other traps, mean sum of p(1-p): {others:.4f}")
print(f"other traps, variance over this trap's: {others/var_unit:.3f}")
print(f"rough activation energy: {E_act:.2f} eV")
print(f"hot operating temperature: {T_hot:.0f} K")
print(f"rate increase when hot: {speedup:.1f} times")
print(f"corner frequency when hot: {fc*speedup/1e3:.2f} kHz")
print("all tests passed")
```

Printed output:

```
gate width, length: 100, 50 nm
oxide thickness: 2.0 nm
oxide relative permittivity: 3.9
temperature: 300 K
drain current: 1.0 uA
transconductance: 20 uS
mean capture time tc: 2.00 ms
mean emission time te: 0.50 ms
oxide capacitance per area: 1.727 uF/cm2
threshold shift of one charge: 1.856 mV
current step dI: 37.12 nA
step over drain current: 3.71 %
filled probability p: 0.200
p(1-p): 0.1600
relaxation time tau: 0.400 ms
corner frequency fc: 397.9 Hz
plateau S(0): 3.527e-19 A2/Hz
S at fc: 1.764e-19 A2/Hz
variance: 220.4 nA2
rms current noise: 14.85 nA
peak of f*S: 70.17 nA2
measurement band: 1 to 10000 Hz
variance share in band: 97.31 %
rms in band: 14.65 nA
symmetric twin, both times: 0.800 ms
symmetric twin, current step: 29.69 nA
two-stage capture, S ratio at 0.01 fc: 0.750
two-stage capture, variance ratio: 1.00000
simulated records: 9994, each 100 ms
simulated S over formula at 80 Hz: 0.999
simulated S over formula at 400 Hz: 1.013
simulated S over formula at 2000 Hz: 1.018
short record length: 2.0 ms
short-record variance share, simulated: 0.6802
short-record variance share, formula: 0.6795
record length for 1 % variance loss: 79.6 ms
rough trap depth: 0.5 nm
depth factor on step: 0.750
depth factor on variance: 0.562
step with exponential I-V: 36.44 nA
rms if half the width conducts: 29.69 nA
full shot noise: 3.204e-25 A2/Hz
S falls to shot noise at: 417 kHz
rough oxide trap density: 1e+17 1/(cm3 eV)
other traps, mean sum of p(1-p): 0.0259
other traps, variance over this trap's: 0.162
rough activation energy: 0.50 eV
hot operating temperature: 358 K
rate increase when hot: 23.0 times
corner frequency when hot: 9.13 kHz
all tests passed
```
